Voronkov's critical ratio of growth speed to temperature gradient

**1. A crystal that reverses its own majority**

Take a silicon-like crystal whose front, at the melting temperature, holds 8.0×10¹⁴ vacancies and 6.0×10¹⁴ self-interstitials per cm³. Vacancies are in the majority by 2.0×10¹⁴ cm⁻³. Let the temperature fall by 3 K/mm behind the front. In the model below, pulling at 0.473 mm/min leaves a vacancy excess of 2.9×10¹³ cm⁻³ deep in the crystal. Pulling at 0.315 mm/min leaves an interstitial excess of 4.1×10¹³ cm⁻³, although vacancies are still the more concentrated species at the front. Diffusion then carries more interstitials into the crystal than the vacancy majority can offset. The sign changes at 0.394 mm/min.

The sign matters because a vacancy excess can later condense into voids and an interstitial excess into dislocation loops. That clustering happens at lower temperature and is not treated here.

**2. The two balances**

Let z be the distance from the front into the crystal. In the frame of the front the crystal moves towards +z at the growth speed v. The state is steady and depends on z alone. The concentrations are C_V (vacancies) and C_I (interstitials), with diffusivities D_V and D_I, taken as constant. A prime means d/dz. Each flux is convection plus Fickian diffusion, and recombination removes one defect of each kind at a net rate R:

(v C_V − D_V C_V′)′ = −R

(v C_I − D_I C_I′)′ = −R

There are no other sinks. Subtraction removes R, so with Δ = C_V − C_I the net flux vΔ − D_V C_V′ + D_I C_I′ is independent of z. Deep in the crystal the gradients vanish and Δ tends to a limit Δ∞. Hence

vΔ − D_V C_V′ + D_I C_I′ = vΔ∞  (1)

Recombination drops out of the net flux, but it does shape the gradients. If it is fast, the product C_V C_I keeps its equilibrium value. An equilibrium concentration varies as exp(−E_V/kT) for vacancies and exp(−E_I/kT) for interstitials, where E_V and E_I are formation energies. For the temperature we take

1/T = 1/T_m + Gz/T_m²

where T_m is the melting temperature and G > 0 the size of the gradient at the front. The melt holds the front at the equilibrium values C_Vm and C_Im. Then

C_V C_I = C_Vm C_Im exp[−(E_V + E_I)Gz/(kT_m²)] = p²  (2)

p = p₀ e^(−z/L), p₀ = √(C_Vm C_Im), L = kT_m²/(EG), E = (E_V + E_I)/2

Only the mean formation energy E enters, because only the product is held at equilibrium.

**3. One equation for the ratio**

Equation (2) is satisfied identically by

C_V = p e^w, C_I = p e^(−w), Δ = 2p sinh w

Since p′ = −p/L, the derivatives are

C_V′ = p e^w (w′ − 1/L), C_I′ = −p e^(−w) (w′ + 1/L)

Equation (1) says D_V C_V′ − D_I C_I′ = v(Δ − Δ∞). Insert the derivatives, divide by p, and collect the terms in w′:

(D_V e^w + D_I e^(−w)) w′ = g(w) − vΔ∞/p  (3)

g(w) = 2v sinh w + (D_V e^w − D_I e^(−w))/L

The function g increases strictly, since its derivative 2v cosh w + (D_V e^w + D_I e^(−w))/L is positive. Multiplying (3) by L and using z/L as the variable leaves v and L only in the product vL. As L is proportional to 1/G, Δ∞ depends on v and G only through v/G in this model.

**4. The critical ratio**

Set Δ∞ = 0. Equation (3) no longer contains z explicitly, and w stays constant if it starts at the zero of g. If w starts above the zero, it rises without limit. For large w equation (3) gives w′ → 1/L + v/D_V, so C_V = p e^w grows as e^(vz/D_V). If w starts below the zero, C_I grows as e^(vz/D_I) in the same way. Neither case has a vanishing excess at depth, so w must be constant.

At the front p₀e^w = C_Vm and p₀e^(−w) = C_Im. With w₀ the value of w there,

p₀ g(w₀) = v(C_Vm − C_Im) − (D_I C_Im − D_V C_Vm)/L  (4)

Setting this to zero and inserting 1/L = EG/(kT_m²) gives Voronkov's critical ratio:

ξ_c = (v/G)_c = E (D_I C_Im − D_V C_Vm) / [kT_m² (C_Vm − C_Im)]  (5)

The two terms of (4) are the two competing flows. Convection carries a net vacancy flow v(C_Vm − C_Im) inward. Diffusion down the gradients carries a net interstitial flow (D_I C_Im − D_V C_Vm)/L inward. The first needs more vacancies than interstitials, the second needs interstitials that are mobile enough to outweigh their smaller number. At the critical ratio the flows cancel at every depth, because both concentrations fall as e^(−z/L).

Neither species then follows its own equilibrium curve unless E_V = E_I. If E_V < E, the vacancies fall faster than their equilibrium value and are undersaturated, while the interstitials are supersaturated by the reciprocal factor.

**5. Which side is which**

Assume C_Vm > C_Im and D_I C_Im > D_V C_Vm. With v_c = ξ_c G, equation (4) reads

p₀ g(w₀) = (C_Vm − C_Im)(v − v_c)

so g(w₀) has the sign of v − v_c.

Suppose Δ∞ > 0 but g(w₀) ≤ 0. The last term of (3) is negative, so w falls at the start. As long as w is below w₀, g(w) < g(w₀) ≤ 0 and w keeps falling. Then Δ = 2p sinh w stays below 2p sinh w₀, which tends to zero, and Δ cannot approach a positive limit. This contradiction shows that Δ∞ > 0 requires v > v_c. Reversing all signs shows that Δ∞ < 0 requires v < v_c, and section 4 showed that Δ∞ = 0 requires v = v_c. The three cases exhaust the possibilities, so Δ∞ has the sign of v/G − ξ_c.

The same argument works directly from the sign of (4) when an inequality fails:

- If C_Vm < C_Im and D_I C_Im > D_V C_Vm, both terms of (4) are negative. Interstitials survive at every speed.
- If C_Vm > C_Im and D_I C_Im < D_V C_Vm, both are positive. Vacancies survive at every speed.
- If both inequalities are reversed, (5) is again positive, but vacancies survive on the slow side.

**6. The solution exists and is unique**

The argument above presumes a solution with a limit at depth. To show that there is one, return to Δ. Write S = C_V + C_I. Differentiating C_V − C_I = Δ and C_V C_I = p² gives

C_V′ − C_I′ = Δ′, C_I C_V′ + C_V C_I′ = −2p²/L

Solving this pair,

C_V′ = (C_V Δ′ − 2p²/L)/S, C_I′ = (−C_I Δ′ − 2p²/L)/S

and (1) becomes

D_eff Δ′ = v(Δ − Δ∞) − 2(D_I − D_V)p²/(LS)  (6)

D_eff = (D_V C_V + D_I C_I)/S

Take D_I > D_V, which the two inequalities of section 5 imply. Since S² = Δ² + 4p², S ≥ 2p, and the last term of (6) is at most (D_I − D_V)p/L in size. Define

b(z) = (D_I − D_V)p/(vL)

If Δ ever drops below Δ∞, then Δ′ < 0 and it moves away for good. If Δ ever exceeds Δ∞ + b, then Δ′ > 0 while b shrinks, and it again moves away for good.

Now fix Δ at the front and treat Δ∞ as a trial number. A trial value above C_Vm − C_Im makes Δ leave the band below. A sufficiently low value makes it leave above. A small change of the trial value does not undo either exit, so both sets of trial values are open. They are also disjoint and not empty, and two such sets cannot cover the whole line. Some trial value therefore gives no exit, and for it

0 ≤ Δ − Δ∞ ≤ b(z)  (7)

Since b → 0, Δ tends to Δ∞.

For uniqueness, suppose two solutions a and b start alike, with a having the larger limit. At fixed z the quantity F = D_V C_V − D_I C_I increases with Δ, and (1) reads F′ = v(Δ − Δ∞). Just behind the front F_a, and so Δ_a, is therefore the smaller. While Δ_a < Δ_b, the difference F_a − F_b keeps falling, so the order never reverses. Solution a cannot then have the larger limit.

At z = 0, (7) also gives the fast limit. Because b(0) is proportional to 1/v, Δ∞ → C_Vm − C_Im as v → ∞: convection then carries the excess at the front inward unchanged.

**7. How fast the excess grows near the critical speed**

Hold G fixed and put v = v_c(1 + ε), Δ∞ = εA, w = w₀ + εu, with u(0) = 0. Let a = D_V e^(w₀) + D_I e^(−w₀). To first order in ε, (3) becomes

u′ = λu + (2v_c sinh w₀ − v_c A e^(z/L)/p₀)/a

λ = 1/L + 2v_c cosh w₀/a

Try u = α + βe^(z/L). Matching the constant and the exponential terms gives

α = −2v_c sinh w₀/(aλ), β = v_c A/[a p₀(λ − 1/L)]

The homogeneous solution e^(λz) is left out: since λ > 1/L it would make the first-order change of the excess, which is proportional to p u, diverge. The condition u(0) = α + β = 0 then yields

A = 2p₀ sinh w₀ (λ − 1/L)/λ

Here 2p₀ sinh w₀ = C_Vm − C_Im. Also a/(2 cosh w₀) is D_eff at the front, called D̄. Thus at v = v_c

dΔ∞/d ln v = (C_Vm − C_Im)/[1 + D̄/(v_c L)]  (8)

One point needs care. The term βe^(z/L) grows, so the expansion of w fails at the depth where |ε|e^(z/L) is of order one. By (7), w is still of order one there. An admixture h e^(λz) in u can then have an amplitude h of at most order |ε|^(λL−1), which vanishes with ε. Formula (8) is unaffected.

A simpler estimate freezes the gradients at the front at their critical values. By (1) at z = 0 they then subtract v_c(C_Vm − C_Im) from the convective flow, so

Δ∞ ≈ (C_Vm − C_Im)(1 − v_c/v)  (9)

This has the correct zero and the correct fast limit, but its slope at v_c lacks the denominator of (8).

**8. The numbers**

The inputs are T_m = 1685 K, E_V = 3.9 eV, E_I = 4.1 eV, D_V = 4.0×10⁻⁵ cm²/s, D_I = 5.0×10⁻⁴ cm²/s, and the front concentrations of section 1. Then

D_I C_Im − D_V C_Vm = (3.00 − 0.32)×10¹¹ = 2.68×10¹¹ cm⁻¹ s⁻¹

Division by C_Vm − C_Im = 2.0×10¹⁴ cm⁻³ gives 1.34×10⁻³ cm²/s. With E/(kT_m²) = 0.01635 K⁻¹,

ξ_c = 0.01635 × 1.34×10⁻³ = 2.19×10⁻⁵ cm²/(K s) = 0.131 mm²/(K min)

At G = 3 K/mm this is v_c = 0.394 mm/min. Integrating (6) with Δ∞ = 0 and searching for the speed that fits the front, without use of (5), gives the same speed to the five printed digits.

The decay length is L = 20.4 mm, over which the temperature falls by about 59 K. The excess takes longer to settle: at 0.8 and 1.2 times v_c it comes within 10 % of Δ∞ only after three to four such lengths, roughly 200 K below the melting temperature.

For the slope, D̄ = 2.37×10⁻⁴ cm²/s and v_c L = 1.34×10⁻³ cm²/s. The factor 1/(1 + 0.177) = 0.850 agrees with a finite difference of the numerical solutions. The slope is 1.70×10¹⁴ cm⁻³ per unit of ln v. At fixed G the numerical solution and estimate (9) compare as follows, in 10¹³ cm⁻³:

- v/v_c = 0.8: −4.1, estimate −5.0
- v/v_c = 1.2: +2.9, estimate +3.3
- v/v_c = 2.0: +9.2, estimate +10.0

If an excess of 1×10¹³ cm⁻³ of either sign were tolerable, a figure chosen here for illustration, the slope would allow the speed to vary by about ±6 % at fixed G.

**9. Is recombination fast enough?**

Let R = k_r(C_V C_I − p²). The dimensionless rate K = k_r C_Im L²/D_I compares recombination with diffusion over L. Solving the two original balances at v_c with K = 10³ leaves an excess of 0.9 % of C_Vm − C_Im, and K = 10⁴ leaves 0.09 %. The residue falls about as 1/K.

For capture limited by diffusion, k_r = 4πr(D_I + D_V). A rough capture radius r = 0.3 nm gives K ≈ 10⁹, and an assumed barrier of 1 eV lowers this to 10⁶. Extrapolating as 1/K, the critical speed shifts by about 0.001 % even with the barrier. Fast recombination is a safe assumption for these numbers.

**10. Beside real silicon**

The inputs are rough values in the regime of Czochralski silicon, where the critical ratio is roughly 0.1 to 0.2 mm²/(K min). They were chosen to lie in that regime, so the agreement is not a prediction. The small difference C_Vm − C_Im in (5) makes the result sensitive: raising C_Vm alone by 1 % lowers v_c by 4.0 %. Other neglected effects shift v_c as follows, each relative to 0.394 mm/min:

- Diffusivities that fall with temperature, with rough migration energies of 0.45 eV (vacancies) and 0.9 eV (interstitials): −3.5 %.
- Temperature linear in z instead of 1/T linear: +1.1 %. With the previous effect included as well, the total is −2.5 %.
- Thermal stress of roughly 5 MPa acting on an atomic volume of 20 Å³, taken to lower the vacancy energy and raise the interstitial energy by 0.62 meV each: −3.4 %. The opposite signs of the energy shifts would raise v_c. The shift grows almost in proportion to the stress, reaching −9.7 % at 15 MPa.
- Drift of the defects in the temperature gradient, which the fluxes of section 2 leave out. A heat of transport Q adds the flux −D C Q T′/(kT²). With 1/T linear in z this is a constant extra velocity D Q G/(kT_m²), so the result still depends on v/G only, but the numerator of (5) becomes (E + Q_I) D_I C_Im − (E + Q_V) D_V C_Vm. No value of Q is assumed here. For scale, Q_I = ±1 eV gives ±28 % and Q_V = +1 eV gives −3 %, so this effect can exceed all the others in the list.

Real crystals also break the one-dimensional assumption. During the time L/v_c, about 52 minutes, an interstitial diffuses roughly √(D_I L/v_c) = 12 mm. It diffuses farther while the crystal remains hot, so a surface zone one to a few centimetres wide can lose defects sideways, and (5) does not describe it. Further inside, G generally varies along the front while v is common to all radii. Where radial diffusion is weak, (5) can be applied locally, and a 6 % variation of G then uses up about as much of the tolerance in section 8 as a 6 % variation of speed. Binding of vacancies by oxygen and the effects of heavy doping are not sized here.

The main values are listed in the numerical output below.

Computed values

```
melting temperature: 1685 K; kB*Tm: 0.1452 eV
formation energies V, I, mean: 3.90, 4.10, 4.00 eV
front concentrations V, I: 8.00e+14, 6.00e+14 cm^-3
diffusivities V, I: 4.00e-05, 5.00e-04 cm^2/s
gradient at the front: 3.00 K/mm
E/(kB Tm^2): 0.01635 1/K
DI*CI: 3.000e+11; DV*CV: 3.200e+10 1/(cm s)
decay length L: 20.39 mm
critical ratio: 2.1907e-05 cm^2/(K s)
critical ratio: 0.1314 mm^2/(K min)
critical speed, formula: 0.39433 mm/min
critical speed, root search: 0.39433 mm/min
largest profile error / CI at critical speed: 1.5e-05
front effective diffusivity: 2.371e-04 cm^2/s
slope reduction factor, formula: 0.84964
slope reduction factor, numerical: 0.84964
slope d(excess)/d ln(speed): 1.699e+14 cm^-3
speed/critical 0.8: excess -4.088e+13, interpolation -5.000e+13 cm^-3
speed/critical 0.9: excess -1.856e+13, interpolation -2.222e+13 cm^-3
speed/critical 1.1: excess +1.567e+13, interpolation +1.818e+13 cm^-3
speed/critical 1.2: excess +2.906e+13, interpolation +3.333e+13 cm^-3
speed/critical 2.0: excess +9.192e+13, interpolation +1.000e+14 cm^-3
tolerated excess (chosen): 1.0e+13 cm^-3
speed window for it: +/- 5.88 %
two species, rate number 1e3: excess/(CV-CI) +0.00870
two species, rate number 1e4: excess/(CV-CI) +0.00090
two species, 1.2 x critical, rate 1e5: +2.908e+13 cm^-3
shifts of the critical speed by neglected effects:
migration energies V, I (rough): 0.45, 0.90 eV
  diffusivities falling with T: -3.50 %
  T linear in z: +1.09 %
  both together: -2.46 %
capture radius (rough): 0.30 nm; barrier: 1.0 eV
  rate number without, with barrier: 1.0e+09, 1.0e+06
  finite recombination, no barrier: -1.0e-06 %
  finite recombination, barrier: -1.0e-03 %
stress (rough): 5 MPa; atomic volume: 20 A^3
  energy shift, V down and I up: 0.624 meV
  stress: -3.44 %
  CV larger by 1 %: -3.96 %
lateral interstitial diffusion length: 12.5 mm
```
